\section*{Optimal Drift-Region Doping under an Avalanche Constraint by Adjoint Gradients}

\section{A profile that must be chosen before growth}

The thickness and doping of a drift region have to be fixed before the epitaxial layer is grown. A simple shortcut replaces avalanche breakdown by a single limit on the peak field, for which the best graded profile has a simple formula. In the 1500 V example below, that formula, with its limit taken from a junction with a triangular field, gives a region that breaks down at 1436 V. Correcting the limit restores the voltage, but a different profile then has about 5\% less resistance. How much a numerical optimum gains over the formula depends on how avalanche enters the calculation.

The n-type region lies between the blocking junction at $x=0$ and the n$^+$ contact at $x=W$. The field magnitude $E(x)$ is largest at the junction. In one dimension, with full donor ionization and constant mobility $\mu$,
\begin{equation}
\frac{dE}{dx}=-\frac{qN}{\varepsilon},\qquad
V=\int_0^W E\,dx,\qquad
R=\int_0^W\frac{dx}{q\mu N}.
\label{model}
\end{equation}
Here $R$ is the resistance times area of the drift region alone. The field $E_W=E(W)$ may be positive, because the n$^+$ contact can terminate it.

\section{One layer, then a continuous profile, at fixed peak field}

Start with one uniform layer and require $E(0)=E_c$. Then $N=\varepsilon(E_c-E_W)/(qW)$ and $W=2V/(E_c+E_W)$. With $r=E_W/E_c$,
\begin{equation}
R=\frac{W^2}{\varepsilon\mu(E_c-E_W)}
=\frac{4V^2}{\varepsilon\mu E_c^3(1+r)^2(1-r)}.
\end{equation}
The derivative of $(1+r)^2(1-r)$ is $(1+r)(1-3r)$, so the best value is $r=1/3$. The product is then $32/27$, and $R=(27/8)V^2/(\varepsilon\mu E_c^3)$.

For a general profile, describe the layer by the thickness spent per unit of field, $s(E)=-dx/dE=\varepsilon/(qN)\ge0$. Substituting $dx=s\,dE$ and $1/(qN)=s/\varepsilon$ gives
\begin{equation}
V=\int E s\,dE,\qquad R=\frac{1}{\varepsilon\mu}\int s^2\,dE.
\label{fieldspace}
\end{equation}
The Cauchy--Schwarz inequality gives
\begin{equation}
V^2\le\int_{E_W}^{E_c}E^2dE\int_{E_W}^{E_c}s^2dE
\le\frac{E_c^3}{3}\,\varepsilon\mu R .
\end{equation}
Hence $R\ge3V^2/(\varepsilon\mu E_c^3)$, with equality for $E_W=0$ and $s=aE$. The voltage fixes $a=3V/E_c^3$. Integrating $dx=-aE\,dE$ from the junction gives $x=a(E_c^2-E^2)/2$, so
\begin{equation}
W=\frac{3V}{2E_c},\quad E=E_c\sqrt{1-\frac{x}{W}},\quad
N=\frac{\varepsilon E_c}{2qW}\left(1-\frac{x}{W}\right)^{-1/2}.
\label{fixed}
\end{equation}
This is the global optimum for a prescribed peak field. It doesn't say which $E_c$ belongs to the profile.

\section{What breakdown requires}

Let $\alpha_n(E)$ and $\alpha_p(E)$ be the ionization coefficients, taken to depend on the local field. Electrons drift towards $+x$ and holes towards $-x$. With positive current magnitudes and constant $J=J_n+J_p$,
\begin{equation}
J_n'=\alpha_nJ_n+\alpha_pJ_p=-\beta J_n+\alpha_pJ,
\qquad \beta=\alpha_p-\alpha_n .
\end{equation}
Define $S(x)=\int_0^x\beta\,dx'$. Multiplication by $e^S$ turns the equation into $(J_ne^S)'=\alpha_pJe^S$. Inject electrons at $x=0$ and no holes at $x=W$, so that $J_n(W)=J$. Integration and division by $J$ give
\begin{equation}
\frac1M=\frac{J_n(0)}J=e^{S(W)}-\int_0^W\alpha_pe^S\,dx .
\end{equation}
Since $e^{S(W)}=1+\int(\alpha_p-\alpha_n)e^S\,dx$, the $\alpha_p$ terms cancel:
\begin{equation}
1-\frac1M=I,\qquad I=\int_0^W\alpha_ne^S\,dx .
\label{I}
\end{equation}
Breakdown, where $M$ diverges, is $I=1$. The hole-started integral is
\begin{equation}
I_p=e^{-S(W)}\int_0^W\alpha_pe^S\,dx=1-e^{-S(W)}(1-I).
\end{equation}
It reaches one at the same voltage, but when hole ionization dominates, the factor $e^{-S(W)}$ compresses its variation. At $I=1$, $dI_p=e^{-S(W)}\,dI$, so the calculation below uses the more sensitive constraint $\ln I\le0$.

\section{Two layers by hand}

Take two layers of thickness $h$ and one field sample at the centre of each. With field drops $d_i=qN_ih/\varepsilon$,
\begin{equation}
E_1=E_W+d_2+\tfrac12d_1,\qquad E_2=E_W+\tfrac12d_2 .
\end{equation}
The midpoint sum for $I$ has two terms, $I=w_1+w_2$, with
\begin{equation}
w_k=h\alpha_{n,k}e^{S_k},\quad S_1=\tfrac12h\beta_1,\quad
S_2=h\beta_1+\tfrac12h\beta_2 .
\end{equation}
A change of the coefficients acts directly on the prefactors and indirectly through $S_k$:
\begin{equation}
\delta I=h\sum_ke^{S_k}\delta\alpha_{n,k}
+h\left(\tfrac12w_1+w_2\right)\delta\beta_1+\tfrac12hw_2\,\delta\beta_2 .
\end{equation}
The brackets define $C_1=\frac12w_1+w_2$ and $C_2=\frac12w_2$: the ionization still to come downstream of each cell. Because $\delta\beta=\delta\alpha_p-\delta\alpha_n$,
\begin{equation}
\delta I=h\sum_k\left[(e^{S_k}-C_k)\delta\alpha_{n,k}+C_k\delta\alpha_{p,k}\right].
\label{coefvar}
\end{equation}
With $\delta\alpha=\alpha'(E)\,\delta E$ this becomes $\delta I=G_1\delta E_1+G_2\delta E_2$, where
\begin{equation}
G_k=h\left[(e^{S_k}-C_k)\alpha_{n,k}'+C_k\alpha_{p,k}'\right].
\end{equation}
Inserting the two field equations gives
\begin{equation}
\delta I=\tfrac12G_1\,\delta d_1+\left(G_1+\tfrac12G_2\right)\delta d_2
+(G_1+G_2)\,\delta E_W .
\end{equation}
At fixed $E_W$, charge in layer 2 raises the field throughout layer 1, which is why $G_1$ appears in full in its coefficient. At fixed $h$, $\delta d_i=d_i\,\delta\ln N_i$, and the doping derivatives follow without solving the problem again for each layer.

\section{The general algorithm}

Use $n$ equal layers and divide the whole region into $K$ cells of width $\Delta=W/K$, with a whole number of cells per layer. Let $d_j=qN_{i(j)}\Delta/\varepsilon$ be the drop across cell $j$ in layer $i(j)$. The forward sums are
\begin{align}
E_k&=E_W+\tfrac12d_k+\sum_{j>k}d_j,&
S_k&=\tfrac12\Delta\beta_k+\Delta\sum_{j<k}\beta_j,\\
w_k&=\Delta\alpha_{n,k}e^{S_k},& I&=\sum_kw_k .
\end{align}
The adjoint sums run in the opposite directions:
\begin{equation}
C_k=\tfrac12w_k+\sum_{j>k}w_j,\qquad
P_j=\tfrac12G_j+\sum_{k<j}G_k,
\end{equation}
where $G_k$ has the two-layer form with $h$ replaced by $\Delta$. Therefore
\begin{equation}
\frac{\partial I}{\partial\ln N_i}=\sum_{j\in i}P_jd_j,\qquad
\frac{\partial I}{\partial E_W}=\sum_kG_k .
\end{equation}
Changing $W$ at fixed doping changes every drop in proportion and also the explicit cell width in $I$. Since $I$ contains the coefficients only as $\alpha\Delta$, equation (\ref{coefvar}) supplies the second part:
\begin{equation}
\frac{\partial I}{\partial\ln W}=\sum_jP_jd_j
+\Delta\sum_k\left[(e^{S_k}-C_k)\alpha_{n,k}+C_k\alpha_{p,k}\right].
\end{equation}
For $V=\Delta\sum_kE_k$, replace $G_k$ by $\Delta$ and the explicit width term by $V$. For $R=(W/nq\mu)\sum_i1/N_i$, the derivatives are $\partial R/\partial\ln N_i=-W/(nq\mu N_i)$ and $\partial R/\partial\ln W=R$.

The optimization proceeds as follows.
\begin{enumerate}
\item Choose starting values of $\ln N_i$, $\ln W$ and $E_W\ge0$.
\item Evaluate the forward sums, then the adjoint sums. Divide the derivatives of $I$ and $V$ by $I$ and $V$ to obtain those of their logarithms.
\item Take a sequential quadratic programming step for minimizing $R$ subject to the linearized constraints $\ln V=\ln V_{\rm target}$ and $\ln I\le0$.
\item Repeat until the constraints hold and the gradient of $\ln R$ is a combination of the active constraint gradients.
\end{enumerate}

Logarithms keep $N_i$ and $W$ positive. At a solution with $E_W>0$,
\begin{equation}
\nabla\ln R=\lambda_V\nabla\ln V+\lambda_I\nabla\ln I .
\end{equation}
Moving to a neighbouring optimum with $\ln I=0$ gives $d\ln R=\lambda_V\,d\ln V$. The voltage multiplier is thus the local exponent of resistance against voltage, at fixed material coefficients.

For 40 layers with the coefficients used below, central differences agree with the adjoint derivatives to $4\times10^{-10}$, relative to the largest component of each gradient.

\section{The shape of the optimum}

In the continuous limit, changing the thickness at one field level changes $\alpha\,dx$ there. Equation (\ref{coefvar}) then gives $\delta I=\int g\,\delta s\,dE$, with
\begin{equation}
g=(e^S-C)\alpha_n+C\alpha_p,\qquad C(x)=\int_x^W\alpha_ne^S\,dx' .
\end{equation}
Stationarity of $\int s^2dE-2a\int Es\,dE+2a\kappa I$ where $s>0$ requires $2s-2aE+2a\kappa g=0$. With the condition $s\ge0$,
\begin{equation}
s=a\max(E-\kappa g,0).
\label{shape}
\end{equation}
The constants $a$ and $\kappa$ are set by $V$ and $I=1$. At low field $g$ vanishes faster than $E$, so $s\approx aE$, and the doping rises towards the contact as in (\ref{fixed}). At the peak field $E_*$, $E=\kappa g$ and $s$ vanishes. If it does so linearly, then $x\propto(E_*-E)^2$ and $N\propto x^{-1/2}$: the doping also rises towards the junction. Compared with the profile (\ref{fixed}) at the same voltage and peak field, the optimum spends less thickness at the most strongly ionizing fields and more at lower fields, which recovers the voltage.

Equal coefficients $\alpha_n=\alpha_p=\alpha=CE^m$, with $m>1$ and $C$ now a constant, give a closed form. Then $S=0$, $g=\alpha$ and $I=\int\alpha s\,dE$. The solution is a global minimum. For any admissible $\tilde s$ with the same $V$ and integral $\tilde I\le1$,
\begin{align}
\int(\tilde s^2-s^2)\,dE
&\ge2\int s(\tilde s-s)\,dE\nonumber\\
&\ge2a\int(E-\kappa\alpha)(\tilde s-s)\,dE
=2a\kappa(1-\tilde I)\ge0 .
\end{align}
The first step is $(\tilde s-s)^2\ge0$. The second is an equality where $s>0$; elsewhere $s=0$, $E-\kappa\alpha\le0$ and $\tilde s\ge0$.

Write $s=aE[1-(E/E_*)^{m-1}]$. The integrals are
\begin{align}
V&=aE_*^3\left(\frac13-\frac1{m+2}\right)
=\frac{a(m-1)E_*^3}{3(m+2)},\\
I&=CaE_*^{m+2}\left(\frac1{m+2}-\frac1{2m+1}\right)
=\frac{Ca(m-1)E_*^{m+2}}{(m+2)(2m+1)},\\
\int s^2dE&=a^2E_*^3\left(\frac13-\frac2{m+2}+\frac1{2m+1}\right)
=\frac{2a^2(m-1)^2E_*^3}{3(m+2)(2m+1)} .
\end{align}
Dividing $I=1$ by $V$ gives $E_*$, and eliminating $a$ gives $R$:
\begin{equation}
E_*^{m-1}=\frac{2m+1}{3CV},\qquad
R=\frac{6(m+2)}{2m+1}\frac{V^2}{\varepsilon\mu E_*^3}.
\label{power}
\end{equation}
At fixed $C$, $E_*\propto V^{-1/(m-1)}$, so $R\propto V^{2+3/(m-1)}$. The fixed-field shape has $I=CaE_c^{m+2}/(m+2)$ with $a=3V/E_c^3$. Setting $I=1$ recalibrates it to $E_c^{m-1}=(m+2)/(3CV)$. Comparing the two resistances,
\begin{equation}
\frac{R_{\rm opt}}{R_{\rm fixed}}
=\frac{2(m+2)}{2m+1}\left(\frac{m+2}{2m+1}\right)^{3/(m-1)} .
\label{ratio}
\end{equation}
The ratio tends to one as $m\to\infty$, when ionization becomes a sharp field threshold.

For $m=7$, layer optimizations with 10, 20 and 40 layers lie 1.3, 0.54 and 0.22\% above the closed-form resistance. The 40-layer voltage exponent is 2.500, as (\ref{power}) predicts.

\section{A 1500 V drift region}

The example uses $\mu=900$ cm$^2$/Vs, relative permittivity 9.7 and coefficients $\alpha=Ae^{-b/E}$. For electrons $A=2\times10^8$ cm$^{-1}$ and $b=33$ MV/cm; for holes $A=3\times10^8$ cm$^{-1}$ and $b=25$ MV/cm. These are round values in the rough regime of 4H-SiC.

A uniform junction with a triangular field reaches avalanche at 1500 V with $E_c=2.792$ MV/cm. Inserting this value in (\ref{fixed}) promises 0.401 m$\Omega$\,cm$^2$, but the resulting profile has $I=4.06$ at 1500 V. Its charge is fixed, so a lower bias shifts the field down uniformly wherever the region remains depleted. Avalanche is reached at 1436 V. The equal-coefficient power law shows the direction of the error, though not its size here: at equal $V$ and $E_c$, the triangular field has $I=2CVE_c^{m-1}/(m+1)$ and the graded field $3CVE_c^{m-1}/(m+2)$. Their ratio, graded to triangular, is $3(m+1)/[2(m+2)]$, above one for $m>1$.

Requiring the graded profile itself to avalanche at 1500 V gives $E_c=2.698$ MV/cm. With $\varepsilon=8.59\times10^{-13}$ F/cm,
\begin{align}
W&=\frac{1.5\times1500}{2.698\times10^6}\ {\rm cm}=8.34\ \mu{\rm m},\\
R&=\frac{3(1500)^2}{(8.59\times10^{-13})(900)(2.698\times10^6)^3}
\ \Omega\,{\rm cm}^2\nonumber\\
&=0.445\ {\rm m}\Omega\,{\rm cm}^2 .
\end{align}
Reducing its field by 3\% at fixed width lowers $I$ from 1 to 0.336. Direct integration of the carrier equations gives the same value.

All designs below meet the same voltage and avalanche condition:
\begin{center}
\begin{tabular}{lc}
Design & $R$ (m$\Omega$\,cm$^2$)\\
Best uniform layer & 0.465\\
Recalibrated fixed-field profile & 0.445\\
Three equal layers, optimized & 0.443\\
Ten equal layers, optimized & 0.426\\
Forty equal layers, optimized & 0.421\\
Continuous stationary profile & 0.420
\end{tabular}
\end{center}

The continuous result comes from solving (\ref{shape}) by fixed-point iteration, separately from the layer optimization. It lies 5.4\% below the recalibrated profile. Equation (\ref{ratio}), with the local exponent $m=b_p/E_*=25/2.888=8.66$, estimates 5.9\%. This is only a rough guide. The same $m$ would give a voltage exponent of 2.39 rather than the 2.311 found below, and the value $m\approx10.6$ that reproduces 2.311 gives 4.9\%. Three layers already save 4.8\% relative to the best uniform layer; forty save 9.4\%.

The 40-layer region is 8.53 $\mu$m thick. Its doping is $2.96\times10^{16}$ cm$^{-3}$ in the first layer, $1.05\times10^{16}$ in the tenth and $7.33\times10^{16}$ in the last, showing both predicted rises. Uniform and graded starts give the same resistance to the printed digits. For unequal coefficients this supports a local optimum but doesn't prove a global one. The voltage multiplier is 2.311, matching the exponent found by re-optimizing the continuous profile at nearby voltages.

\section{What changes in a device}

Silicon carbide devices of this voltage class have drift regions of roughly 10 $\mu$m and dopings near $10^{16}$ cm$^{-3}$, so the model is in the right range. It assumes an ideal planar, one-sided junction without edges: the depleted p side is left out of both $V$ and $I$. For p doping of $10^{19}$ cm$^{-3}$ this is negligible. At $10^{18}$ cm$^{-3}$ the p side is about 150 nm deep and raises breakdown by about 18 V for both the uniform and the 40-layer design, and a lighter p region must be included in the integrals. If edge termination delivers 80\% of the planar voltage, redesigning for the same blocking voltage raises $R$ by about 67\%, extrapolating the local exponent. Heating from 300 to 425 K multiplies $R$ by 2.3 if $\mu\propto T^{-2.4}$ and the donors are fully ionized at both temperatures. Channel and substrate resistance must be added, and lateral fields and mobility anisotropy are omitted.

Two further corrections change $R$ by 2 to 7\%, and they affect uniform layers as well. At fixed profile, a single donor level 0.10 eV deep raises the 40-layer resistance by 7.3\% at 300 K, against 6.7\% for the uniform layer. A rough doping-dependent mobility, normalized to 900 cm$^2$/Vs at $10^{16}$ cm$^{-3}$, raises it by 2.6\%, against 1.8\% for the uniform layer. Making both ionization coefficients 1.5 times larger lowers breakdown to 1421 V, so uncertainty in the coefficients calls for a voltage margin. A doping 5\% too high gives 1467 V for both the uniform and the 40-layer design: here grading brings no extra sensitivity to this uniform error.

The rise at the junction matters if the contact is a Schottky barrier. For a 1.3 eV barrier and tunnelling mass 0.4 of the free-electron mass, a zero-temperature triangular-barrier estimate without image-force lowering gives 4 mA/cm$^2$, against 2 mA/cm$^2$ for the uniform layer. Thermal excitation and image-force lowering both raise these currents, and a lighter mass along the field direction raises them further: about sevenfold for 0.33 at 300 K with image force. The ratio between the two designs stays near 1.7 to 1.9 at 300 K, so the values compare the designs and don't predict room-temperature leakage. A leakage limit would then have to join the constraints. The local ionization model is reasonable for the 40-layer field: a carrier gains 5 eV in about 18 nm at the peak, while the field falls by 10\% over about 780 nm. It can't be trusted arbitrarily close to the singular doping of the continuous profile, which is a limit for comparison rather than a growth recipe. The remaining values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
Inputs: V = 1500 V, mobility = 900 cm2/Vs, eps_r = 9.7
Electrons: a = 2.0e+08 1/cm, b = 33 MV/cm
Holes: a = 3.0e+08 1/cm, b = 25 MV/cm
Largest relative adjoint gradient error: 3.7e-10
Fixed-field coefficient, 1 layer: 3.3750 (27/8 = 3.3750)
Fixed-field coefficient, 40 layers: 3.0020 (limit 3)
Power law m = 7: closed-form R = 0.7347 mOhm cm2, E* = 2.425 MV/cm
Excess over it, 10/20/40 layers: 1.319, 0.543, 0.215 %
Power-law voltage exponent: 2.5000 (formula 2.5000)
Below breakdown: I = 0.33625, carrier equations 0.33625
Triangular-field Ec at avalanche: 2.7923 MV/cm
Graded design with that Ec: R = 0.4011 mOhm cm2, W = 8.058 um
  its avalanche integral at target V: 4.062
  its true breakdown voltage: 1436.4 V
Recalibrated graded design: Ec = 2.6980 MV/cm, W = 8.339 um
  its R: 0.4446 mOhm cm2
Best uniform layer: R = 0.4651 mOhm cm2, N = 1.266e16 cm-3
  W = 8.491 um, peak 2.769, contact 0.764 MV/cm
Avalanche optimum R, 3 layers: 0.4426 mOhm cm2
Avalanche optimum R, 10 layers: 0.4261 mOhm cm2
Avalanche optimum R, 40 layers: 0.4214 mOhm cm2
  same from the graded start: 0.4214 mOhm cm2
  W = 8.528 um, peak 2.844, contact 0.127 MV/cm
  relative stationarity residual: 2.7e-07
Continuous optimum: R = 0.4205 mOhm cm2, W = 8.529 um
  peak field: 2.8881 MV/cm
  layer  1: centre 0.107 um, N = 2.959e16 cm-3
  layer  2: centre 0.320 um, N = 1.823e16 cm-3
  layer  5: centre 0.959 um, N = 1.229e16 cm-3
  layer 10: centre 2.026 um, N = 1.050e16 cm-3
  layer 20: centre 4.158 um, N = 1.151e16 cm-3
  layer 30: centre 6.290 um, N = 1.599e16 cm-3
  layer 39: centre 8.209 um, N = 4.231e16 cm-3
  layer 40: centre 8.422 um, N = 7.329e16 cm-3
R saving, continuous vs recalibrated graded: 5.44 %
  power-law estimate with m = 8.66: 5.87 %
R saving, 40 layers vs best uniform: 9.40 %
R saving, 3 layers vs best uniform: 4.84 %
Voltage exponent: multiplier 2.311, re-optimised 2.311
Doping-dependent mobility: R +2.58 % (uniform +1.83 %)
Incomplete ionisation at 300 K, 0.10 eV donor: R +7.29 %
Mobility as T^-2.4, 425 K against 300 K: R times 2.31
Tunnelling, 1.3 eV barrier, mass 0.4: 4.0e-03 A/cm2
  same for the uniform layer: 2.1e-03 A/cm2
Largest doping / band density of states: 4.3e-03
Dead space for 5 eV: 17.6 nm; field falls 10 % in 782 nm
Doping 5 % high: breakdown 1467 V (uniform 1467 V)
Both coefficients 1.5 times larger: breakdown 1421 V
Edge termination at 80 %: R +67 % after redesign
\end{verbatim}
